# The ring-polymer centroid does not sample the quantum position distribution: test program

```python
"""Centroid versus bead statistics of an imaginary-time ring polymer.

Result under test: for V = m w^2 x^2 / 2 the centroid (mean of the P beads)
has the classical variance kT/(m w^2) for every P, whereas a single bead
has, for P -> infinity, the quantum variance hbar/(2 m w) coth(u/2).
Symbols: u = hbar w/(kT); P = number of beads; beta = 1/kT.
Reduced units hbar = m = w = 1 are used in the tests (then beta = u).
For anharmonic wells the centroid variance is kT d<x>/df, f a uniform force,
and it is in general neither the classical nor the quantum variance.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.special import erfc

# ---------- derived formulas, reduced units ----------
def quantum_variance(u):
    return 0.5 / np.tanh(u / 2)

def classical_variance(u):
    return 1.0 / u

def finite_bead_variance(u, beads):
    theta = 2 * np.arcsinh(u / (2 * beads))
    return u / (2 * beads * np.sinh(theta) * np.tanh(beads * theta / 2))

def gaussian_tail(limit, variance):
    return erfc(limit / np.sqrt(2 * variance))

# ---------- independent numerical roads ----------
def ring_covariance(u, beads):
    """Covariance of all beads by inversion of the full quadratic form."""
    identity = np.eye(beads)
    difference = identity - np.roll(identity, 1, axis=1)
    hessian = beads / u * difference.T @ difference + u / beads * identity
    return np.linalg.inv(hessian)

grid = np.linspace(-12, 12, 161)
step = grid[1] - grid[0]
index = np.arange(grid.size)
separation = index[:, None] - index[None, :]
safe = np.where(separation == 0, 1, separation)
kinetic = np.where(separation == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(separation) / safe**2) / (2 * step**2)

def thermal_density(potential, beta):
    """Quantum position density from diagonalization on the grid."""
    energy, states = np.linalg.eigh(kinetic + np.diag(potential))
    weight = np.exp(-beta * (energy - energy[0]))
    return (states**2 @ weight) / weight.sum() / step

def short_time_kernel(potential, beta, beads):
    spring = np.exp(-beads * (grid[:, None] - grid[None, :])**2 / (2 * beta))
    half = np.exp(-beta * potential / (2 * beads))
    prefactor = np.sqrt(beads / (2 * np.pi * beta)) * step
    return prefactor * half[:, None] * spring * half[None, :]

def path_variances(potential, beta, beads):
    """Centroid and bead variance from bead-bead correlations, even wells."""
    value, vector = np.linalg.eigh(short_time_kernel(potential, beta, beads))
    value = value / value.max()
    x_squared = (vector.T @ (grid[:, None] * vector))**2
    norm = np.sum(value**beads)
    corr = [value**j @ x_squared @ value**(beads - j) / norm
            for j in range(beads)]
    return np.mean(corr), corr[0]

def centroid_characteristic(potential, beta, beads, eta):
    """Average of exp(i eta x_c) from the product of short-time kernels."""
    kernel = short_time_kernel(potential, beta, beads)
    tilted = kernel * np.exp(1j * eta * grid / beads)[None, :]
    top = np.trace(np.linalg.matrix_power(tilted, beads))
    return top / np.trace(np.linalg.matrix_power(kernel, beads))

# ---------- example parameters ----------
mass = const.atomic_mass
wavenumber = 3000.0
temperature = 300.0
omega = 2 * np.pi * const.c * wavenumber * 100
length = np.sqrt(const.hbar / (mass * omega)) * 1e10
quantum_mev = const.hbar * omega / const.e * 1e3

def reduced_beta(kelvin):
    return const.hbar * omega / (const.k * kelvin)

u_ex = reduced_beta(temperature)

# ---------- tests: harmonic well ----------
harmonic = grid**2 / 2
for u in (0.5, 2.0, 8.0, u_ex):
    for beads in (1, 2, 5, 32):
        cov = ring_covariance(u, beads)
        assert np.isclose(cov.mean(), classical_variance(u), rtol=1e-9)
        assert np.isclose(cov[0, 0], finite_bead_variance(u, beads), rtol=1e-9)
    density = thermal_density(harmonic, u)
    assert np.isclose(np.sum(density * grid**2) * step,
                      quantum_variance(u), rtol=1e-7)
    gauss = np.exp(-grid**2 / (2 * quantum_variance(u)))
    gauss /= np.sqrt(2 * np.pi * quantum_variance(u))
    assert np.max(np.abs(density - gauss)) < 1e-7

# One-bead marginal from the closed ring equals the quantum density,
# up to the time-step error of 128 beads.
ring = np.linalg.matrix_power(short_time_kernel(harmonic, 8.0, 128), 128)
marginal = np.diag(ring) / np.trace(ring) / step
assert np.max(np.abs(marginal - thermal_density(harmonic, 8.0))) < 1e-3

# Whole centroid distribution is the classical Gaussian.
for u in (2.0, 8.0):
    for eta in (0.5, 1.5, 3.0):
        found = centroid_characteristic(harmonic, u, 32, eta)
        assert abs(found - np.exp(-eta**2 * classical_variance(u) / 2)) < 1e-8

# Ring spread: high-temperature limit beta hbar^2/(12 m), low limit 1/2.
cov = ring_covariance(0.1, 64)
assert np.isclose(cov[0, 0] - cov.mean(), 0.1 / 12, rtol=1e-3)
cov = ring_covariance(200.0, 1000)
assert np.isclose(cov[0, 0] - cov.mean(), 0.5 - 1 / 200, rtol=1e-2)

# Tail probability from the diagonalized density.
limit_angstrom = 0.1
limit = limit_angstrom / length
spline = CubicSpline(grid, thermal_density(harmonic, u_ex))
tail_grid = 2 * spline.integrate(limit, grid[-1])
tail_bead = gaussian_tail(limit, quantum_variance(u_ex))
tail_centroid = gaussian_tail(limit, classical_variance(u_ex))
assert abs(tail_grid - tail_bead) < 2e-4

# ---------- tests: anharmonic wells ----------
beta_q, quartic, beads_q = 8.0, 0.1, 128
well = grid**2 / 2 + quartic * grid**4
centroid_q, bead_q = path_variances(well, beta_q, beads_q)
force = 1e-3
mean_plus = np.sum(thermal_density(well - force * grid, beta_q) * grid) * step
mean_minus = np.sum(thermal_density(well + force * grid, beta_q) * grid) * step
response_q = (mean_plus - mean_minus) / (2 * force * beta_q)
exact_q = np.sum(thermal_density(well, beta_q) * grid**2) * step
fine = np.linspace(-6, 6, 4001)
boltzmann = np.exp(-beta_q * (fine**2 / 2 + quartic * fine**4))
classical_q = np.sum(fine**2 * boltzmann) / np.sum(boltzmann)
# Tolerance covers the time-step error, of order (beta/P)^2.
assert np.isclose(centroid_q, response_q, rtol=3e-3)
assert np.isclose(bead_q, exact_q, rtol=3e-3)
assert response_q < 0.9 * classical_q < 0.9 * exact_q

# Means agree even in an asymmetric well.
cubic = 0.1
skew = well + cubic * grid**3
eta_small = 1e-3
mean_centroid = centroid_characteristic(skew, beta_q, beads_q,
                                        eta_small).imag / eta_small
mean_quantum = np.sum(thermal_density(skew, beta_q) * grid) * step
assert abs(mean_quantum) > 0.02
assert np.isclose(mean_centroid, mean_quantum, rtol=5e-3)

# ---------- printed numbers ----------
var_c = classical_variance(u_ex) * length**2
var_q = quantum_variance(u_ex) * length**2
print("HARMONIC EXAMPLE")
print(f"mass = {mass / const.atomic_mass:.1f} u")
print(f"wavenumber = {wavenumber:.0f} cm^-1")
print(f"temperature = {temperature:.0f} K")
print(f"hbar*omega = {quantum_mev:.2f} meV")
print(f"kT = {quantum_mev / u_ex:.3f} meV")
print(f"u = hbar*omega/kT = {u_ex:.3f}")
print(f"length sqrt(hbar/(m omega)) = {length:.5f} angstrom")
print(f"centroid variance = {var_c:.4e} angstrom^2")
print(f"quantum (bead) variance = {var_q:.4e} angstrom^2")
print(f"ring spread squared = {var_q - var_c:.4e} angstrom^2")
print(f"centroid rms width = {np.sqrt(var_c):.5f} angstrom")
print(f"quantum rms width = {np.sqrt(var_q):.5f} angstrom")
print(f"ring rms spread = {np.sqrt(var_q - var_c):.5f} angstrom")
print(f"variance ratio quantum/centroid = {var_q / var_c:.3f}")
print(f"potential energy from centroids = "
      f"{quantum_mev * classical_variance(u_ex) / 2:.2f} meV")
print(f"potential energy from beads = "
      f"{quantum_mev * quantum_variance(u_ex) / 2:.2f} meV")
print(f"probability |x| > {limit_angstrom} angstrom, centroid = "
      f"{tail_centroid:.2e}")
print(f"probability |x| > {limit_angstrom} angstrom, quantum = {tail_bead:.4f}")
print("CONVERGENCE: P, centroid var, bead var (angstrom^2), bead/quantum")
for beads in (1, 4, 16, 64, 256):
    cov = ring_covariance(u_ex, beads) * length**2
    print(f"{beads:4d}  {cov.mean():.4e}  {cov[0, 0]:.4e}  "
          f"{cov[0, 0] / var_q:.4f}")
print("TEMPERATURE (K), u, centroid rms, quantum rms (angstrom), var ratio")
for kelvin in (100, 300, 1000, 3000, 10000):
    u = reduced_beta(kelvin)
    vc, vq = classical_variance(u), quantum_variance(u)
    print(f"{kelvin:6d}  {u:7.3f}  {length * np.sqrt(vc):.5f}  "
          f"{length * np.sqrt(vq):.5f}  {vq / vc:.3f}")
print("ANHARMONIC WELLS (units hbar = m = omega = 1)")
print(f"beta = {beta_q:.1f}, quartic coefficient = {quartic}, P = {beads_q}")
print(f"classical variance = {classical_q:.5f}")
print(f"centroid variance, bead correlations = {centroid_q:.5f}")
print(f"centroid variance, force response = {response_q:.5f}")
print(f"bead variance, finite P = {bead_q:.5f}")
print(f"quantum variance, diagonalization = {exact_q:.5f}")
print(f"added cubic coefficient = {cubic}")
print(f"asymmetric well: centroid mean = {mean_centroid:.5f}")
print(f"asymmetric well: quantum mean = {mean_quantum:.5f}")
print("ALL CHECKS PASSED")
```

Output:

```
HARMONIC EXAMPLE
mass = 1.0 u
wavenumber = 3000 cm^-1
temperature = 300 K
hbar*omega = 371.95 meV
kT = 25.852 meV
u = hbar*omega/kT = 14.388
length sqrt(hbar/(m omega)) = 0.10601 angstrom
centroid variance = 7.8111e-04 angstrom^2
quantum (bead) variance = 5.6192e-03 angstrom^2
ring spread squared = 4.8381e-03 angstrom^2
centroid rms width = 0.02795 angstrom
quantum rms width = 0.07496 angstrom
ring rms spread = 0.06956 angstrom
variance ratio quantum/centroid = 7.194
potential energy from centroids = 12.93 meV
potential energy from beads = 92.99 meV
probability |x| > 0.1 angstrom, centroid = 3.46e-04
probability |x| > 0.1 angstrom, quantum = 0.1822
CONVERGENCE: P, centroid var, bead var (angstrom^2), bead/quantum
   1  7.8111e-04  7.8111e-04  0.1390
   4  7.8111e-04  2.7308e-03  0.4860
  16  7.8111e-04  5.1250e-03  0.9121
  64  7.8111e-04  5.5841e-03  0.9937
 256  7.8111e-04  5.6170e-03  0.9996
TEMPERATURE (K), u, centroid rms, quantum rms (angstrom), var ratio
   100   43.163  0.01614  0.07496  21.582
   300   14.388  0.02795  0.07496  7.194
  1000    4.316  0.05103  0.07597  2.217
  3000    1.439  0.08838  0.09547  1.167
 10000    0.432  0.16136  0.16260  1.015
ANHARMONIC WELLS (units hbar = m = omega = 1)
beta = 8.0, quartic coefficient = 0.1, P = 128
classical variance = 0.11109
centroid variance, bead correlations = 0.08519
centroid variance, force response = 0.08517
bead variance, finite P = 0.41233
quantum variance, diagonalization = 0.41257
added cubic coefficient = 0.1
asymmetric well: centroid mean = -0.08149
asymmetric well: quantum mean = -0.08153
ALL CHECKS PASSED
```
